Direction-dependent relaxation and resistivity on a circular Fermi line

QUESTION

A layered metal conducts within its layers and not between them. Each layer holds n electrons per unit area, with charge −e, energy ε = ħ²k²/(2m) and two spin states. The Fermi line is therefore a circle, and φ is the angle of the wavevector k from the x axis. An excess of electrons at angle φ decays at the local rate

g(φ) = g0 + g1 cos²(2φ), g0 > 0, g0 + g1 > 0.

"Local" means that a scattered electron keeps no memory of its former direction. The rate does not depend on energy. A weak, steady, uniform electric field F points along x, and there is no magnetic field. Angle brackets ⟨ ⟩ denote an average over φ from 0 to 2π.

(a) Solve the linearized Boltzmann equation. Write the sheet conductivity as σ = n e²/(m G) and express 1/G as an angular average.

(b) Evaluate G in closed form. Does σ depend on the direction of the field?

(c) Compare G with the angular mean rate ḡ = ⟨g⟩. Explain the difference physically and examine the limits of weak and strong anisotropy.

(d) Which results survive if cos²(2φ) is replaced by cos²(3φ), and which if it is replaced by cos²φ?

(e) Impurities add an isotropic rate d > 0. Does G rise by d?

(f) Further collisions conserve momentum. They relax every angular harmonic of the excess except the first, at rate M. Find the effective rate G(M) and its limit for large M.

(g) Take n = 1.5×10¹⁵ cm⁻², layer spacing c = 0.6 nm, m = 1.5 electron masses, g0 = 6 ps⁻¹, g1 = 18 ps⁻¹ and temperature 300 K. Find the bulk resistivity, the mobility and the mean free path.

(h) The metal is cut into long lines of width w whose edges scatter diffusely. Find how the resistivity changes, assess the other effects left out, and set the model beside a real material.

MODEL ANSWERS

(a) The current as an angular average

Write the distribution as f = f0 + δf, where f0 is the Fermi function. The force on an electron is −eF, so the steady Boltzmann equation reads

−(eF/ħ) ∂f/∂kx = −g(φ) δf.

For a weak field, f may be replaced by f0 on the left, because the neglected term is of second order in F. With ∂f0/∂kx = ħ vx ∂f0/∂ε and vx = v cos φ,

δf = −eF v cos φ (−∂f0/∂ε)/g(φ).

The minus sign says that the excess lies at angles where electrons move against the field, as it must for negative charge.

The collision term must not create or destroy electrons. The product g δf is proportional to cos φ, whose angular average is zero, so this condition holds. The excess also carries no net charge: a half turn leaves g unchanged and reverses cos φ, so ⟨cos φ/g⟩ = 0.

The current per unit width, with a factor 2 for spin, is

j = −e · 2 ∫ d²k/(2π)² vx δf
  = (2e²F/4π²) ∫ k dk dφ v² cos²φ (−∂f0/∂ε)/g(φ).

From ε = ħ²k²/(2m) we have k dk = m dε/ħ² and v² = 2ε/m. Hence

j = (e²F/π²ħ²) [∫ ε (−∂f0/∂ε) dε] [∫ dφ cos²φ/g(φ)].

Integration by parts turns the energy integral into ∫ f0 dε, since ε f0 vanishes at both ends. The density of states of a layer is m/(πħ²), so ∫ f0 dε = πħ²n/m. The angular integral is 2π⟨cos²φ/g⟩. Together,

σ = j/F = (e²/π²ħ²)(πħ²n/m)(2π)⟨cos²φ/g⟩ = (n e²/m)⟨2cos²φ/g⟩,

1/G = ⟨2cos²φ/g(φ)⟩.

No low-temperature expansion was needed. Thermal smearing would matter here through an energy dependence of g, which the model excludes.

(b) Closed form

Use 2cos²φ = 1 + cos 2φ:

1/G = ⟨1/g⟩ + ⟨cos 2φ/g⟩.

Under a quarter turn, φ → φ + π/2, the rate is unchanged because cos²(2φ + π) = cos²(2φ), while cos 2φ changes sign. An average over the full circle is unaffected by the turn, so the second term equals its own negative and vanishes.

In the first term set θ = 2φ. The integrand has period π in θ, so one period suffices:

⟨1/g⟩ = (1/π) ∫ dθ/(g0 + g1 cos²θ), −π/2 < θ < π/2.

Now let t = tan θ, so that dθ = dt/(1 + t²) and cos²θ = 1/(1 + t²). The factor 1 + t² multiplies through:

dθ/(g0 + g1 cos²θ) = dt/[g0(1 + t²) + g1] = dt/[g0 t² + (g0 + g1)].

For positive A and B, ∫ dt/(A t² + B) over the whole real line is π/√(AB). With A = g0 and B = g0 + g1,

G = √(g0(g0 + g1)).

For a field at angle α, the weight 2cos²φ becomes 2cos²(φ − α) = 1 + cos(2φ − 2α). The additional term is a combination of ⟨cos 2φ/g⟩ and ⟨sin 2φ/g⟩. Both vanish under the quarter turn, so the conductivity along the field is the same for every α. The transverse current involves ⟨2 sin φ cos φ/g⟩ = ⟨sin 2φ/g⟩ = 0 for a field along x, and is likewise absent. The conductivity is isotropic although the relaxation is not.

(c) Comparison with the mean rate

Since ⟨cos²(2φ)⟩ = 1/2, the mean rate is ḡ = g0 + g1/2. This is the arithmetic mean of the two extreme rates g0 and g0 + g1, whereas G is their geometric mean. Therefore

ḡ − G = ½[g0 + (g0 + g1) − 2√(g0(g0 + g1))]
      = ½[√(g0 + g1) − √g0]² ≥ 0.

Equality requires g1 = 0. For either sign of g1, G lies below ḡ.

The reason is that the directions contribute to the current in parallel. Each contributes in proportion to its lifetime 1/g, so it is lifetimes that are averaged, not rates. Slowly relaxing directions build up a larger excess and carry more of the current. For g1 > 0 these are the diagonals, φ = π/4 and its quarter-turn partners.

For weak anisotropy, |g1| ≪ g0, expansion of the square root gives

G ≈ g0 + g1/2 − g1²/(8g0).

The first-order terms agree with ḡ, and the difference begins at second order. For strong anisotropy, g1 ≫ g0, we have G ≈ √(g0 g1) while ḡ ≈ g1/2, so the mean rate can be wrong by a large factor. As g0 → 0 at fixed g1, the model conductivity diverges because the diagonals stop relaxing. Before that point, any small process left out of g, or the nonlinear response to the field, must be included.

(d) Other angular patterns

For cos²(3φ), consider I = ⟨exp(2iφ)/g⟩. A turn by π/3 leaves g unchanged and multiplies I by exp(2πi/3). Since this factor is not 1, I = 0, and both ⟨cos 2φ/g⟩ and ⟨sin 2φ/g⟩ vanish. The remaining integral is the one in (b) with θ = 3φ. The closed form, the isotropy and the inequality all survive.

For cos²φ the quarter-turn symmetry is lost. The average ⟨1/g⟩ is still 1/√(g0(g0 + g1)), but the second term no longer vanishes. For g1 ≠ 0, substitute cos²φ = (g − g0)/g1:

1/Gx = ⟨2cos²φ/g⟩ = (2/g1)[1 − g0⟨1/g⟩],

1/Gy = ⟨2sin²φ/g⟩ = 2⟨1/g⟩ − 1/Gx.

With g0 = 6 ps⁻¹ and g1 = 18 ps⁻¹, ⟨1/g⟩ = 1/12 ps. Then 1/Gx = (2/18)(1 − 6/12) = 1/18 ps and 1/Gy = 1/6 − 1/18 = 1/9 ps. The effective rates are 18 ps⁻¹ along x and 9 ps⁻¹ along y. The first even exceeds the mean rate of 15 ps⁻¹, because the electrons moving along x are the ones that relax fastest. The inequality in (c) thus depends on the symmetry of the pattern.

(e) An added isotropic rate

The addition replaces g0 by g0 + d and leaves g1 alone:

G_d = √((g0 + d)(g0 + g1 + d)).

Compare its square with that of G + d:

G_d² = G² + 2ḡd + d²,
(G + d)² = G² + 2Gd + d².

The difference is 2d(ḡ − G), which is positive for g1 ≠ 0. Hence G rises by more than d. Matthiessen's rule, by which the resistivities of separate mechanisms add, fails here. The impurities make the relaxation relatively more uniform, and so take away part of the advantage of the slow directions.

For small d the rise is (ḡ/G)d. With the rates of part (g) this is 1.25d. For d = 1 ps⁻¹ the full formula gives √(7 × 25) − 12 = 1.23 ps⁻¹, an excess of 23% over simple addition.

(f) Momentum-conserving collisions

Write δf = −eF v (−∂f0/∂ε) a(φ), so that without mixing a = cos φ/g. The reflection φ → −φ leaves the problem unchanged, so a contains no sine terms. Its first harmonic is s cos φ, with s = 2⟨a cos φ⟩. The same steps as in (a) give σ = n e² s/m, so G(M) = 1/s.

The new collisions act on everything but the first harmonic:

g a + M(a − s cos φ) = cos φ,

a = (1 + Ms) cos φ/(g + M).

This a changes sign under a half turn, so it has no zeroth harmonic and the conservation of electron number is respected. Multiply by 2cos φ and average. The average ⟨2cos²φ/(g + M)⟩ is that of (b) with g0 replaced by g0 + M, so

s = (1 + Ms)/H, H = √((g0 + M)(g0 + g1 + M)).

Solving, s(H − M) = 1, and therefore

G(M) = √((g0 + M)(g0 + g1 + M)) − M.

At M = 0 this is the result of (b). For large M, write H² = M² + 2ḡM + G², with G the value at M = 0, and expand:

G(M) ≈ ḡ − (ḡ² − G²)/(2M) → ḡ.

Fast mixing holds the excess to the form cos φ, a rigidly shifted circle. The slow directions can then no longer build up an additional excess, and momentum is lost at the rate ⟨2cos²φ g⟩ = ḡ. The mean rate is thus the correct answer to a different physical situation. For the rates of part (g), G(M) is 13.5, 14.6 and 15.0 ps⁻¹ at M = 12, 100 and 1000 ps⁻¹. The approach to ḡ is slow because the correction falls only as 1/M.

(g) Numbers for the bulk

The effective and mean rates are

G = √(6 × 24) = 12 ps⁻¹, ḡ = 6 + 18/2 = 15 ps⁻¹.

Solving the kinetic equation numerically in angular harmonics, without the integral of (b), also gives 12.0000 ps⁻¹.

The electron density per volume is N = n/c = 2.5×10²² cm⁻³. The bulk resistivity follows from ρ = mG/(N e²):

ρ = (1.5 × 9.109×10⁻³¹ kg)(12×10¹² s⁻¹) / [(2.5×10²⁸ m⁻³)(1.602×10⁻¹⁹ C)²]
  = 2.56×10⁻⁸ Ω m = 2.56 μΩ cm.

A direct sum over wavevectors with the Fermi function at 300 K gives the same value. Using ḡ instead would give 3.19 μΩ cm, which is 25% above the correct result of the model.

The mobility is e/(mG) = 98 cm²/Vs. The Fermi wavevector is kF = √(2πn) = 9.71 nm⁻¹, and the Fermi speed is v = ħkF/m = 7.49×10⁵ m/s. The mean free path, averaged over the Fermi line, is

⟨v/g⟩ = v/G = 62 nm.

On the diagonals it is twice as long, v/g0 = 125 nm, since g0 is half of G.

(h) Narrow lines, other omissions and a real material

Let the current flow along x between edges at y = 0 and y = w. The quantity a now depends on y as well:

v sin φ ∂a/∂y + g a = cos φ.

A diffuse edge sends electrons back with no dependence on angle. Their common value of a is fixed by zero net flow into the edge. The arriving flow, an integral of a sin φ, vanishes because a changes sign under φ → π − φ while sin φ does not. Departing electrons therefore start with a = 0. For sin φ > 0 the solution is

a = (cos φ/g)[1 − exp(−y/λ)], λ(φ) = v|sin φ|/g(φ).

For sin φ < 0, y is replaced by w − y. Averaging over the width multiplies the bulk contribution of each direction by

K(φ) = 1 − (λ/w)[1 − exp(−w/λ)],

so the resistivity of the line is

ρ_w = ρ ⟨cos²φ/g⟩ / ⟨K cos²φ/g⟩.

When w is much larger than every λ, K ≈ 1 − λ/w and the increase falls as 1/w. Numerical averaging gives:

w = 1000 nm: 2.68 μΩ cm, 1.05 times the bulk value
w = 100 nm: 4.02 μΩ cm, 1.57 times the bulk value
w = 20 nm: 8.35 μΩ cm, 3.27 times the bulk value

At 20 nm the width is well below the mean free path, and the bulk formula must not be used alone. These factors hold for fully diffuse edges, a circular Fermi line and this orientation of the pattern. If the pattern is turned by 45°, the same formula gives only about 1.2 times the bulk value at 100 nm and 2.1 times at 20 nm, because the long-lived electrons that carry most of the current then move closer to the direction of the line and reach its edges less often. The factors for a real material therefore require its own Fermi line and orientation.

Several other omissions have small effects for these parameters. An order-of-magnitude estimate of the electron-electron rate, (kB T)²/(ħE_F) with Fermi energy E_F = 2.39 eV, is 0.4 ps⁻¹. If all of it acted as M in part (f), G would rise by about 1%. In two dimensions the rate carries a further factor of order ln(E_F/kB T) ≈ 4.5; with that full factor M is about 2 ps⁻¹ and the rise is about 3%. The ratio kB T/E_F is 0.011, so thermal corrections from an energy-dependent g have the scale (π²/6)(kB T/E_F)² ≈ 2×10⁻⁴, times a factor set by that dependence. The level broadening ħ(g0 + g1) is 0.7% of E_F, which supports the use of a kinetic equation. It is, however, about 0.6 kB T, so for inelastic scattering such as by phonons the margin on the thermal scale is thin. At 10 MA/cm² the drift speed is 25 m/s, or 3×10⁻⁵ of the Fermi speed, so this measure of the field's effect is small.

For a signal of angular frequency ω, g is replaced by g − iω. To first order the relative change of σ is iω⟨1/g²⟩/⟨1/g⟩. Differentiating ⟨1/g⟩ = 1/G with respect to g0 gives ⟨1/g²⟩ = ḡ/G³, so the change is iωḡ/G². At 10 GHz its size is 0.65%, and it is a phase shift to this order.

Temperature of use matters more. If both rates grow in proportion to temperature, G does too, and at 378 K the bulk resistivity is 2.555 × 378/300 = 3.22 μΩ cm. The ratio ḡ/G stays at 1.25.

The density, mass and bulk resistivity lie roughly in the regime of the layered oxide PdCoO₂, whose in-plane resistivity at room temperature is roughly 3 μΩ cm. The strength of the anisotropy was chosen for illustration and is not a property of that material. Its Fermi line is closer to a hexagon than to a circle, so a sixfold pattern suits it better; by part (d), that change alone leaves G as it is. Warping the line itself does alter the result. Take ε ∝ k²/r², with r = 1 + 0.05 cos 6φ and a rate varying as cos²(3φ). At fixed Fermi energy and mean radius, the conductivity is then 4% higher than for the circle. This figure belongs to the assumed ε(k), not to the shape alone: if the speed kept the circle's magnitude all along the same warped line, the change would be only 0.3%. Of the departures sized here, edge scattering in narrow lines is the largest. Grain boundaries and roughness along a real line are not included and would need their own treatment.

Most of the numerical values above are listed in the numerical output that follows.

Computed results

```
smallest rate g0 = 6.0 1/ps
anisotropic part g1 = 18.0 1/ps
largest rate g0+g1 = 24.0 1/ps
effective rate, formula = 12.0000 1/ps
effective rate, harmonic solution = 12.0000 1/ps
angular mean rate = 15.0000 1/ps
mean minus effective rate = 3.0000 1/ps
mean over effective rate = 1.2500
electrons per layer = 1.50e+15 1/cm^2
layer spacing = 0.60 nm
mass = 1.50 electron masses
temperature = 300 K
bulk electron density = 2.500e+22 1/cm^3
Fermi wavevector = 9.708 1/nm
Fermi speed = 7.493e+05 m/s
Fermi energy = 2.394 eV
resistivity with effective rate = 2.555 microohm cm
resistivity from wavevector sum = 2.555 microohm cm
resistivity with mean rate = 3.194 microohm cm
mobility = 97.7 cm^2/Vs
mean free path v/G = 62.4 nm
twofold pattern: rate along x = 18.000 1/ps
twofold pattern: rate along y = 9.000 1/ps
added isotropic rate = 1.000 1/ps
resulting rise of effective rate = 1.229 1/ps
effective rate with mixing M = 12 1/ps: 13.456 1/ps
effective rate with mixing M = 100 1/ps: 14.647 1/ps
effective rate with mixing M = 1000 1/ps: 14.960 1/ps
electron-electron mixing, order of magnitude = 0.42 1/ps
effective rate with that mixing = 12.102 1/ps
its change of the rate = 0.85 percent
resistivity, diffuse edges, width 1000 nm = 2.681 microohm cm
  ratio to bulk = 1.049
resistivity, diffuse edges, width 100 nm = 4.021 microohm cm
  ratio to bulk = 1.574
resistivity, diffuse edges, width 20 nm = 8.352 microohm cm
  ratio to bulk = 3.269
warp amplitude of Fermi radius = 5.0 percent
fourfold warp: conductivity change = 1.81 percent
sixfold warp: conductivity change = 4.08 percent
thermal energy / Fermi energy = 0.0108
thermal correction scale = 1.9e-04
level broadening / Fermi energy = 0.0066
relative conductivity change at 10 GHz = 0.65 percent
drift speed at 10 MA/cm^2 = 25.0 m/s
drift speed / Fermi speed = 3.3e-05
resistivity at 378 K, rates scaled with T = 3.219 microohm cm
```
